# The Dirac 1s Spinor in Momentum Space: Closed Form, Tail and Moments, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The spinor, its transform and its tail

**Q.** I have been told that the Dirac 1s state of a one-electron ion has a closed form in momentum space, and that at large momentum it falls more slowly than the Schrödinger function. I doubt the second claim, because relativity should be a small correction for a light ion. What exactly is being transformed?

**A.** We use Hartree atomic units, so $\hbar=m=e=1$ and $c=1/\alpha$. The nucleus is a fixed point charge, $V=-Z/r$, with $0<Z\alpha<1$. With the rest energy subtracted, the Dirac equation for the upper two-spinor $u$ and the lower two-spinor $l$ is

$$c\,\sigma\cdot p\;l=(\varepsilon-V)\,u,\qquad c\,\sigma\cdot p\;u=(\varepsilon-V+2c^2)\,l,\qquad p=-i\nabla .$$

For the 1s state we try

$$u=\frac{g(r)}{\sqrt{4\pi}}\,\chi,\qquad l=-\frac{i f(r)}{\sqrt{4\pi}}\,\sigma\cdot\hat r\,\chi,$$

with $\chi$ a constant unit two-spinor and $g$, $f$ real. In the language of spherical spinors this is $(g\,\Omega_{-1m},\,i f\,\Omega_{+1m})$ with $\sigma\cdot\hat r\,\Omega_{\kappa m}=-\Omega_{-\kappa m}$.

**Q.** Why should that form close? The lower part has angular dependence, and the gradient acts on it.

**A.** Two gradients are needed. The first is $\sigma\cdot p\,(g\chi)=-i g'\,\sigma\cdot\hat r\,\chi$, because $\nabla g=g'\hat r$. In the second, the factors $-i$ from $p$ and from $l$ multiply to $-1$:

$$\sigma\cdot p\,(-i f\,\sigma\cdot\hat r)=-\sigma_i\sigma_j\,\partial_i(f\hat r_j)=-\sigma_i\sigma_j\Big[f'\hat r_i\hat r_j+f\,\frac{\delta_{ij}-\hat r_i\hat r_j}{r}\Big].$$

The bracket is symmetric in $i$ and $j$, and the symmetric part of $\sigma_i\sigma_j$ is $\delta_{ij}$, so the result is minus the trace of the bracket, $-(f'+2f/r)$. The two equations become $-c(f'+2f/r)=(\varepsilon-V)g$ and, after cancelling the common $-i\,\sigma\cdot\hat r\chi$, $c g'=(\varepsilon-V+2c^2)f$. Put $P=rg$ and $Q=rf$. Then $rg'=P'-P/r$ and $r(f'+2f/r)=Q'+Q/r$, so

$$P'-\frac{P}{r}=A\,Q,\qquad Q'+\frac{Q}{r}=-B\,P,\qquad B=\frac{\varepsilon-V}{c},\quad A=B+2c .$$

These hold for any central $V(r)$.

**Q.** Solve them for the Coulomb field.

**A.** Try $P=N r^\gamma e^{-\lambda r}$ and $Q=-sP$ with constant $s$. Since $P'=(\gamma/r-\lambda)P$ and $-V/c=Z\alpha/r$, division by $P$ gives

$$\frac{\gamma-1}{r}-\lambda=-s\Big(\frac{\varepsilon}{c}+2c\Big)-\frac{sZ\alpha}{r},\qquad -s\Big(\frac{\gamma+1}{r}-\lambda\Big)=-\frac{\varepsilon}{c}-\frac{Z\alpha}{r}.$$

The $1/r$ terms require $1-\gamma=sZ\alpha$ and $s(1+\gamma)=Z\alpha$. Eliminating $s$ gives $1-\gamma^2=(Z\alpha)^2$, and the product of the two expressions for $s$ gives $s^2=(1-\gamma)/(1+\gamma)$, so $1+s^2=2/(1+\gamma)$. The constant terms require $\lambda=s(\varepsilon/c+2c)$ and $\varepsilon/c=-s\lambda$. Inserting the second in the first gives $\lambda(1+s^2)=2sc$, so $\lambda=sc(1+\gamma)=cZ\alpha=Z$. Then $\varepsilon=-csZ=-c^2 sZ\alpha=-c^2(1-\gamma)$. Therefore

$$\gamma=\sqrt{1-(Z\alpha)^2},\qquad s=\frac{Z\alpha}{1+\gamma},\qquad \lambda=Z,\qquad \varepsilon=c^2(\gamma-1).$$

The state has no radial node and goes over into the Schrödinger 1s function $re^{-Zr}$ as $Z\alpha\to0$, which is why it is called 1s.

**Q.** You took the positive root for $\gamma$ without a word.

**A.** Near the origin the other solution behaves as $r^{-\gamma}$. Its square $r^{-2\gamma}$ is not integrable when $\gamma\ge\tfrac12$, that is for $Z\alpha\le\sqrt3/2$, and there it is excluded by normalization. For $\gamma<\tfrac12$ it is square integrable, and we exclude it by asking for a finite potential energy, since $\int r^{-2\gamma-1}dr$ diverges at the origin while $\int r^{2\gamma-1}dr$ does not.

The normalization uses $\int_0^\infty r^{2\gamma}e^{-2Zr}dr=\Gamma(2\gamma+1)/(2Z)^{2\gamma+1}$. As $|\sigma\cdot\hat r\chi|^2=1$, the condition is $\int(P^2+Q^2)dr=1$, which gives

$$N^2=\frac{1+\gamma}{2}\,\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)}=a^2Z^{2\gamma+1},\qquad a^2=\frac{(1+\gamma)\,4^\gamma}{\Gamma(2\gamma+1)} .$$

The large and small components carry the weights $w_+=1/(1+s^2)=(1+\gamma)/2$ and $w_-=s^2/(1+s^2)=(1-\gamma)/2$.

**Q.** Now the transform. Phases are where I expect trouble, since the lower part already carries a factor $-i$.

**A.** The convention is $\tilde\psi(\mathbf p)=(2\pi)^{-3/2}\int e^{-i\mathbf p\cdot\mathbf r}\psi(\mathbf r)\,d^3r$. Let $\mu_0$ be the cosine of the angle between $\mathbf r$ and $\mathbf p$, and $y=pr$. The upper part needs

$$\int e^{-i\mathbf p\cdot\mathbf r}d\Omega=2\pi\int_{-1}^{1}e^{-iy\mu_0}d\mu_0=4\pi\frac{\sin y}{y}=4\pi j_0(y).$$

The lower part needs the same integral with $\hat r$ inserted. The components of $\hat r$ across $\mathbf p$ vanish in the azimuthal integral, and the component along $\hat p$ is $\mu_0$, which $i\,d/dy$ brings down from the exponential:

$$\int\hat r\,e^{-i\mathbf p\cdot\mathbf r}d\Omega=\hat p\;i\frac{d}{dy}4\pi j_0(y)=-4\pi i\,j_1(y)\,\hat p,\qquad j_1=-j_0'=\frac{\sin y}{y^2}-\frac{\cos y}{y}.$$

The two factors $-i$ multiply to $-1$, and $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$. So

$$\tilde u=\frac{\tilde g(p)}{\sqrt{4\pi}}\chi,\qquad \tilde l=-\frac{\tilde f(p)}{\sqrt{4\pi}}\,\sigma\cdot\hat p\,\chi,$$

with $\tilde g=\sqrt{2/\pi}\int g\,j_0(pr)\,r^2dr$ and $\tilde f=\sqrt{2/\pi}\int f\,j_1(pr)\,r^2dr$. Both radial amplitudes are real. Insert $g=Nr^{\gamma-1}e^{-Zr}$ and $f=-sg$, and set $x=Zr$, $k=p/Z$. The radial integral gives a factor $Z^{-\gamma-2}$ and $N=aZ^{\gamma+1/2}$, so $\tilde g=Z^{-3/2}G(k)$ and $\tilde f=Z^{-3/2}F(k)$ with

$$G=\sqrt{\tfrac{2}{\pi}}\,a\,I_0,\qquad F=-\sqrt{\tfrac{2}{\pi}}\,a\,s\,I_1,\qquad I_l(k)=\int_0^\infty x^{\gamma+1}e^{-x}j_l(kx)\,dx .$$

**Q.** The power $\gamma$ is not an integer. How can these integrals be closed?

**A.** One integral does all the work. For $\mu>0$ and real $z>0$ the substitution $t=zx$ gives $\int_0^\infty x^{\mu-1}e^{-zx}dx=\Gamma(\mu)z^{-\mu}$. Both sides are analytic for $\mathrm{Re}\,z>0$, with the principal branch on the right, and they agree on the positive real axis, so they agree in the half plane. Take $z=1-ik=\rho e^{-i\theta}$ with $\rho=\sqrt{1+k^2}$ and $\theta=\arctan k$ in $[0,\pi/2)$:

$$\int_0^\infty x^{\mu-1}e^{-x}e^{ikx}dx=\Gamma(\mu)\,\rho^{-\mu}e^{i\mu\theta}.$$

The imaginary part is the sine integral and the real part the cosine integral. In $I_0$ the factor $j_0=\sin(kx)/(kx)$ leaves $x^\gamma$, so $\mu=\gamma+1$. In $I_1$ the term $\sin(kx)/(kx)^2$ leaves $x^{\gamma-1}$, so $\mu=\gamma$, and the term $-\cos(kx)/(kx)$ leaves $x^\gamma$, so $\mu=\gamma+1$. Each piece converges by itself because $\gamma>0$. The result is

$$I_0=\frac{\Gamma(\gamma+1)\sin\big((\gamma+1)\theta\big)}{k\,\rho^{\gamma+1}},\qquad I_1=\frac{\Gamma(\gamma)\sin(\gamma\theta)}{k^2\rho^{\gamma}}-\frac{\Gamma(\gamma+1)\cos\big((\gamma+1)\theta\big)}{k\,\rho^{\gamma+1}} .$$

**Q.** These have $1/k$ and $1/k^2$ in front, and sines that might change sign. Are they well behaved?

**A.** At small $k$ the definitions answer directly. With $j_0\to1$ and $j_1\to kx/3$ one finds $I_0\to\Gamma(\gamma+2)$ and $I_1\to k\,\Gamma(\gamma+3)/3$, so the apparent poles cancel. Neither function has a node for $k>0$. In $I_0$ the angle $(\gamma+1)\theta$ lies between $0$ and $\pi$, so the sine is positive. In $I_1$ use $\Gamma(\gamma+1)=\gamma\Gamma(\gamma)$ and $\rho/k=1/\sin\theta$:

$$I_1=\frac{\Gamma(\gamma)}{k\rho^{\gamma+1}}\Big[\frac{\sin\gamma\theta}{\sin\theta}-\gamma\cos\big((\gamma+1)\theta\big)\Big].$$

The sine is concave on $[0,\pi/2]$ and vanishes at zero, so $\sin\gamma\theta\ge\gamma\sin\theta$ for $0<\gamma\le1$. The first term is thus at least $\gamma$ and the second is less than $\gamma$, so the bracket is positive. Hence $G>0$ and $F<0$, and the lower spinor is $+|F|\,\sigma\cdot\hat p\,\chi$ up to the common positive factor.

**Q.** A wrong factor in $G$ would spoil the norm. Can you show that it survives?

**A.** A unitary transform must give $\int G^2k^2dk=w_+$. With $k=\tan\theta$, $dk=d\theta/\cos^2\theta$ and $\rho=1/\cos\theta$,

$$\int_0^\infty G^2k^2dk=\frac{2}{\pi}a^2\,\Gamma(\gamma+1)^2\int_0^{\pi/2}\cos^{2\gamma}\theta\;\sin^2\big((\gamma+1)\theta\big)\,d\theta .$$

Write $\sin^2\phi=\tfrac12(1-\cos2\phi)$. The cosine term integrates to zero, because the product rule and the addition theorem give

$$\frac{d}{d\theta}\big[\cos^{2\gamma+1}\theta\,\sin((2\gamma+1)\theta)\big]=(2\gamma+1)\cos^{2\gamma}\theta\,\cos\big((2\gamma+2)\theta\big),$$

and the bracket vanishes at both ends. The other term is half of the beta integral $\int_0^{\pi/2}\cos^{2\gamma}\theta\,d\theta=\sqrt\pi\,\Gamma(\gamma+\tfrac12)/(2\Gamma(\gamma+1))$. The total is $a^2\Gamma(\gamma+1)\Gamma(\gamma+\tfrac12)/(2\sqrt\pi)$. The duplication formula $\Gamma(2\gamma+1)=4^\gamma\Gamma(\gamma+\tfrac12)\Gamma(\gamma+1)/\sqrt\pi$ turns this into $a^2\Gamma(2\gamma+1)/(2\cdot4^\gamma)=(1+\gamma)/2$, as required.

**Q.** And the nonrelativistic limit?

**A.** Put $\gamma=1$, so that $a=2$. With $\sin\theta=k/\rho$ and $\cos\theta=1/\rho$ we have $\sin2\theta=2k/\rho^2$, so $I_0=2/\rho^4$. In $I_1$ the first term is $1/(k\rho^2)$, and the two terms combine to $(1-\cos2\theta)/(k\rho^2)=2\sin^2\theta/(k\rho^2)=2k/\rho^4$. Then

$$G\to\sqrt{\frac{32}{\pi}}\,\frac{1}{(1+k^2)^2},\qquad |F|\to s\,k\,G\to\frac{Z\alpha}{2}\,k\,G=\frac{p}{2c}\,G .$$

The first is the Schrödinger 1s amplitude, which falls as $p^{-4}$. The second is kinetic balance, $l=\sigma\cdot p\,u/2c$, with the sign found above. The power $p^{-4}$ therefore belongs to the Schrödinger function, the limit of the large component. The small component in the same limit carries one more factor $p$ and falls as $p^{-3}$.

**Q.** So what is the tail for $\gamma<1$?

**A.** Write $\theta=\pi/2-\delta$ with $\delta=\arctan(1/k)=1/k+O(k^{-3})$, note $\rho^{-\mu}=k^{-\mu}[1+O(k^{-2})]$, and define $C=\cos(\pi\gamma/2)$, $S=\sin(\pi\gamma/2)$. For the angle $(\gamma+1)\pi/2$ the sine is $C$ and the cosine is $-S$. With $b=(\gamma+1)\delta$ the addition theorems give

$$\sin((\gamma+1)\theta)=C\cos b+S\sin b,\qquad \cos((\gamma+1)\theta)=-S\cos b+C\sin b,$$

and $\sin(\gamma\theta)=S\cos\gamma\delta-C\sin\gamma\delta$. Keep the first two orders in $1/k$. In $I_1$ both pieces carry $\Gamma(\gamma)k^{-\gamma-2}$. Their constant terms add to $S+\gamma S$, and their $1/k$ terms add to $-\gamma C-\gamma(\gamma+1)C=-\gamma(\gamma+2)C$. So

$$I_0\simeq\Gamma(\gamma+1)\,k^{-\gamma-2}\Big[C+\frac{(\gamma+1)S}{k}\Big],\qquad I_1\simeq\Gamma(\gamma)\,k^{-\gamma-2}\Big[(\gamma+1)S-\frac{\gamma(\gamma+2)C}{k}\Big],$$

where each term shown has a relative correction of order $k^{-2}$. For $0<\gamma<1$ both $C$ and $S$ are positive, so both components fall as $p^{-\gamma-2}$. Using $s(\gamma+1)=Z\alpha$, the leading tails are $G\to c_Gk^{-\gamma-2}$ and $F\to-c_Fk^{-\gamma-2}$ with

$$c_G=\sqrt{\tfrac2\pi}\,a\,\Gamma(\gamma+1)\,C,\qquad c_F=\sqrt{\tfrac2\pi}\,a\,Z\alpha\,\Gamma(\gamma)\,S .$$

**Q.** That confirms my doubt. As $Z\alpha\to0$ your exponent goes to $-3$, and for the large component it should go to $-4$.

**A.** The exponent of the leading term goes to $-3$, but its coefficient goes to zero. With $1-\gamma\simeq(Z\alpha)^2/2$ we have $C=\sin(\pi(1-\gamma)/2)\simeq\pi(Z\alpha)^2/4$. The second term of $I_0$ has the coefficient $\Gamma(\gamma+2)S\to2$ and the power $k^{-\gamma-3}\to k^{-4}$, and this is the Schrödinger tail $2/k^4$. At fixed $k$ the limit $Z\alpha\to0$ gives the Schrödinger function; at fixed $Z\alpha>0$ the limit $k\to\infty$ gives $k^{-\gamma-2}$. The two limits do not commute.

The source of each term is visible in position space. Expand $e^{-x}=1-x+\dots$ in $I_0$ and give each term a convergence factor $e^{-\eta x}$ with $\eta\to0^+$. The master integral then holds with $\rho\to k$ and $\theta\to\pi/2$. The term $1$ has $\mu=\gamma+1$ and gives $\Gamma(\gamma+1)\,C\,k^{-\gamma-2}$. The term $-x$ has $\mu=\gamma+2$ and gives $-\Gamma(\gamma+2)\sin(\pi(\gamma+2)/2)\,k^{-\gamma-3}=\Gamma(\gamma+2)\,S\,k^{-\gamma-3}$. These are the two terms found above. The leading tail is the transform of the singularity $r^{\gamma-1}$ at the nucleus. At $\gamma=1$ that term is a constant, which has no transform at $p\ne0$, and the cusp $-Zr$ takes over. In the lower part the leading term is $r^{\gamma-1}\sigma\cdot\hat r$. At $\gamma=1$ this still depends on the direction of approach to the origin, so it is not smooth, and its $p^{-3}$ tail survives with $S=1$.

**Q.** At what momentum does the slow term win in the large component?

**A.** Factor out the leading term: $G\simeq c_Gk^{-\gamma-2}(1+k^*/k)$ with

$$k^*=(\gamma+1)\tan\frac{\pi\gamma}{2}.$$

The two terms are equal at $k=k^*$. The local slope is $d\ln G/d\ln k=-(\gamma+2)-k^*/(k+k^*)$ up to $O(k^{-2})$. It is near $-(\gamma+3)$ for $1\ll k\ll k^*$, if such a range exists, equals $-(\gamma+\tfrac52)$ at $k^*$, and tends to $-(\gamma+2)$ beyond. For small $Z\alpha$, $\tan(\pi\gamma/2)\simeq1/C\simeq4/(\pi(Z\alpha)^2)$, so $k^*\simeq8/(\pi(Z\alpha)^2)$. Since $mc$ equals $1/\alpha$ atomic units, $p/mc=Z\alpha k$, and $p^*\simeq(8/\pi)\,mc/(Z\alpha)$ to leading order. For a light ion this is far above $mc$.

**Q.** Give me numbers for a real ion.

**A.** Take hydrogen-like germanium, $Z=32$, at the one-electron Dirac-Coulomb level with a fixed point nucleus, which leaves out nuclear size, recoil and radiative corrections. With $c=137.036$, $Z\alpha=0.233515$, $\gamma=0.972353$ and $s=0.233515/1.972353=0.118394$. The energy is $-519.18$ hartree against the Schrödinger $-512$, and the weights are $w_+=0.986177$ and $w_-=0.013823$. With $\Gamma(2\gamma+1)=1.901667$ one finds $a=1.998170$. Further, $C=0.043414$, $S=0.999057$, $\tan(\pi\gamma/2)=23.0124$, $\Gamma(\gamma)=1.016734$ and $\Gamma(\gamma+1)=0.988624$. Then

$$c_G=\sqrt{2/\pi}\times1.998170\times0.988624\times0.043414=0.068428,$$

$$c_F=\sqrt{2/\pi}\times1.998170\times0.233515\times1.016734\times0.999057=0.378169 .$$

The exponent is $\gamma+2=2.972353$ and $k^*=1.972353\times23.0124=45.39$, so $p^*=32k^*=1452$ a.u. $=10.60\,mc=5.42$ MeV/$c$. The leading-order estimate $8/(\pi Z\alpha)$ gives $10.9\,mc$. The table lists the closed forms and their slopes, the latter by a centred difference in $\ln k$.

| $k$ | $G$ | $\lvert F\rvert$ | Schrödinger | slope $G$ | slope $F$ |
|---|---|---|---|---|---|
| 1 | 0.7955 | 0.0927 | 0.7979 | −1.965 | −0.976 |
| 10 | 3.954e−4 | 3.928e−4 | 3.129e−4 | −3.751 | −2.928 |
| 100 | 1.130e−7 | 4.292e−7 | 3.191e−8 | −3.284 | −2.971 |
| 1000 | 8.659e−11 | 4.577e−10 | 3.192e−12 | −3.016 | −2.972 |

The two-term slope at $k=1000$ is $-2.9724-45.39/1045.39=-3.016$, as tabulated. At $k^*$, a slope taken from direct Gauss quadrature of the integral $I_0$, half period by half period, is $-3.470$, and $-(\gamma+\tfrac52)=-3.472$; the difference is a few times $1/k^{*2}$, the order that was dropped. The steepest tabulated slope of $G$ is $-3.75$, so in this table germanium shows no clean $p^{-4}$ range. The small component is within $0.05$ of its final slope at $k=10$, because its $1/k$ correction carries the small factor $C$ where that of $G$ carries $1/C$. That correction contributes only about $0.006$ to the slope there; the rest of the difference is of higher order, starting with $k^{-2}$.

## Part II. The far tail, the moments and the finite nucleus

**Q.** Remind me what we have before we take moments.

**A.** Atomic units, $c=1/\alpha$, point nucleus, $\gamma=\sqrt{1-(Z\alpha)^2}$, $k=p/Z$, $C=\cos(\pi\gamma/2)$, $S=\sin(\pi\gamma/2)$. The radial functions are $P=rg\propto r^\gamma e^{-Zr}$ and $Q=rf=-sP$ with $s=Z\alpha/(1+\gamma)$, the weights are $w_\pm=(1\pm\gamma)/2$, and $\varepsilon=c^2(\gamma-1)$. For any central potential $P'-P/r=AQ$ and $Q'+Q/r=-BP$, with $B=(\varepsilon-V)/c$ and $A=B+2c$. In momentum space the upper and lower spinors are $Z^{-3/2}G\chi/\sqrt{4\pi}$ and $-Z^{-3/2}F\,\sigma\cdot\hat p\,\chi/\sqrt{4\pi}$, with $G>0$ and $F<0$ known in closed form and $G(0)\neq0$. At large $k$, $G\simeq c_Gk^{-\gamma-2}(1+k^*/k)$ and $F\to-c_Fk^{-\gamma-2}$, where $c_G=\sqrt{2/\pi}\,a\,\Gamma(\gamma+1)C$, $c_F=\sqrt{2/\pi}\,a\,Z\alpha\,\Gamma(\gamma)S$, $a^2=(1+\gamma)4^\gamma/\Gamma(2\gamma+1)$ and $k^*=(\gamma+1)\tan(\pi\gamma/2)$. The Schrödinger amplitude is $\sqrt{32/\pi}\,(1+k^2)^{-2}$. For germanium, $Z=32$: $Z\alpha=0.233515$, $\gamma=0.972353$, $c_G=0.068428$, $c_F=0.378169$, $k^*=45.39$.

For a point nucleus we now have the Dirac 1s state in closed form in momentum space, and both its components finally fall as $p^{-\gamma-2}$, the large one only well beyond $k^*$. It remains to compare the two components in the far tail, to find which momentum moments exist, and to see what a finite nucleus changes.

Numerical values quoted here were computed with a short program.
